# The Born solvation energy and entropy of an ion

A small singly charged ion, a few tenths of a nanometre in radius, carried from vacuum into a strongly polar liquid loses a few electronvolts of free energy. The liquid polarizes around it, with charge of the opposite sign drawn towards the ion, and the attraction holds the ion in solution. How large is this effect if the liquid is described by nothing more than its permittivity, and how does it change on heating? For a spherical ion both questions have closed answers. They can be reached by following the work done on the ion, or by following the charge that appears in the liquid.

## The model

The ion is a sphere of radius $a$ with charge $q$ spread evenly over its surface. For $r>a$ there is an unbounded liquid of relative static permittivity $\varepsilon>1$, assumed linear, uniform and isotropic right up to the sphere. Inside the sphere there is no dielectric. The quantity sought is the electrostatic free energy in the liquid minus that in vacuum:

$$
\Delta G=-K\left(1-\frac1\varepsilon\right),\qquad K=\frac{q^2}{8\pi\varepsilon_0a}. \tag{1}
$$

This is the SI form. In Gaussian units $q^2/(4\pi\varepsilon_0)$ becomes $q^2$, and (1) reads $-q^2(1-1/\varepsilon)/(2a)$.

The transfer can be done in three steps: discharge the sphere in vacuum, move the neutral sphere into the liquid, and charge it again. The middle step contains the work of opening a cavity and the dispersion attraction, which have no place in (1). The first and last steps give

$$
\Delta G=W_{\rm liq}-W_{\rm vac}, \tag{2}
$$

where $W$ is the reversible work of charging. At constant temperature and pressure, reversible work other than expansion work equals the change in Gibbs free energy. Equation (1) is therefore a free energy, and it may contain an entropy part.

## First derivation: work and field

**Charging.** Let the sphere carry an intermediate charge $q'$. The displacement $D$ has free charge as its source, so Gauss's law on a sphere of radius $r>a$ gives $4\pi r^2D=q'$. The liquid is linear, $D=\varepsilon_0\varepsilon E$, hence

$$
D=\frac{q'}{4\pi r^2},\qquad E=\frac{q'}{4\pi\varepsilon_0\varepsilon r^2}. \tag{3}
$$

With zero potential at infinity, the potential of the surface is

$$
\phi(q')=\int_a^\infty E\,dr=\frac{q'}{4\pi\varepsilon_0\varepsilon}\int_a^\infty\frac{dr}{r^2}=\frac{q'}{4\pi\varepsilon_0\varepsilon a}. \tag{4}
$$

Bringing a further charge $dq'$ from infinity costs $\phi\,dq'$. The total work is

$$
W_{\rm liq}=\int_0^q\phi(q')\,dq'=\frac{1}{4\pi\varepsilon_0\varepsilon a}\,\frac{q^2}{2}=\frac K\varepsilon. \tag{5}
$$

The factor $\tfrac12$ arises because the potential grows in proportion to the charge already present. Vacuum is the case $\varepsilon=1$, so $W_{\rm vac}=K$. Then (2) gives $\Delta G=K/\varepsilon-K$, which is (1).

**Field energy.** The same work can be assigned to the space around the ion. In one small step of charging,

$$
\phi\,dq'=\int_a^\infty E\,dr\,dq'=\int_a^\infty E\,dD\;4\pi r^2dr,
$$

because $dq'=4\pi r^2\,dD$ at every $r$. The work per unit volume is thus $\int E\,dD$. With $E=D/(\varepsilon_0\varepsilon)$ this integrates to $D^2/(2\varepsilon_0\varepsilon)=\tfrac12ED$. Since $D$ is the same in liquid and in vacuum,

$$
\Delta G=\int_a^\infty\frac{1}{2\varepsilon_0}\left(\frac1\varepsilon-1\right)\left(\frac{q}{4\pi r^2}\right)^2 4\pi r^2dr
=-\frac{q^2}{8\pi\varepsilon_0}\left(1-\frac1\varepsilon\right)\int_a^\infty\frac{dr}{r^2}, \tag{6}
$$

and the last integral is $1/a$, which again gives (1).

The region $r<a$ has no field when the charge lies on the surface. If the charge were instead a point at the centre, the interior field would be the same in liquid and vacuum. Its energy, though infinite, would cancel when the difference is taken at each $r$ before integrating. Equation (1) holds for both charge distributions.

Equation (6) also shows where the free energy comes from. Starting the integral at $r$ instead of $a$ gives $1/r$ instead of $1/a$, so the liquid beyond $r$ supplies the fraction $a/r$ of $\Delta G$. Half comes from the layer between $a$ and $2a$. For a small ion that layer is of molecular thickness, and there a uniform permittivity is least justified.

## Second derivation: the charge induced in the liquid

The permittivity now enters as a measure of how hard the liquid is to polarize, and the polarization is found by minimizing a free energy.

**The bound charge.** Let $P(r)$ be the outward radial polarization, and define

$$
p(r)=4\pi r^2P(r),
$$

the charge displaced outwards through the sphere of radius $r$. The outward normal of the liquid at $r=a$ points towards the ion, so the surface charge density there is $-P(a)$, and the total is $-p(a)$. Inside the liquid the bound charge density is $-\nabla\cdot\mathbf P=-p'(r)/(4\pi r^2)$. The bound charge enclosed by radius $r$ is therefore

$$
-p(a)-\int_a^r p'(r_1)\,dr_1=-p(r).
$$

Gauss's law for all charge, free and bound, gives

$$
E(r)=\frac{q-p(r)}{4\pi\varepsilon_0r^2}. \tag{7}
$$

**The free energy of a given polarization.** There are two parts. The first is the Coulomb energy of all charges, $\tfrac12\varepsilon_0E^2$ per unit volume, less its value in vacuum. The second is the local cost of polarizing the material. A field $P/[\varepsilon_0(\varepsilon-1)]$ is needed to hold a polarization $P$, so building it up reversibly costs, per unit volume,

$$
\int_0^P\frac{P_1}{\varepsilon_0(\varepsilon-1)}\,dP_1=\frac{P^2}{2\varepsilon_0(\varepsilon-1)}. \tag{8}
$$

Insert (7) and $P=p/(4\pi r^2)$, and multiply by $4\pi r^2dr$. Each term acquires the factor $1/(8\pi\varepsilon_0r^2)$:

$$
F[p]=\frac{1}{8\pi\varepsilon_0}\int_a^\infty\frac{dr}{r^2}\left[(q-p)^2-q^2+\frac{p^2}{\varepsilon-1}\right].
$$

Expanding the square removes $q^2$, and $1+1/(\varepsilon-1)=\varepsilon/(\varepsilon-1)$, so

$$
F[p]=\frac{1}{8\pi\varepsilon_0}\int_a^\infty\frac{dr}{r^2}\left[-2qp+\frac{\varepsilon}{\varepsilon-1}\,p^2\right]. \tag{9}
$$

No derivative of $p$ appears, so the bracket can be minimized separately at each $r$. Setting $-2q+2\varepsilon p/(\varepsilon-1)=0$ gives

$$
p=\left(1-\frac1\varepsilon\right)q, \tag{10}
$$

a minimum because the coefficient of $p^2$ is positive. The result is independent of $r$. Hence $p'=0$: there is no bound charge within the liquid, and the induced charge $-(1-1/\varepsilon)q$ sits on the surface next to the ion. At the minimum $\varepsilon p^2/(\varepsilon-1)=qp$, the bracket equals $-qp$, and

$$
\Delta G=-\frac{qp}{8\pi\varepsilon_0a}=-\frac{q^2}{8\pi\varepsilon_0a}\left(1-\frac1\varepsilon\right),
$$

which is (1).

The liquid as a whole is neutral, so a charge $+p$ must lie on its outer boundary. If that boundary is a sphere of radius $R$, the integral in (9) stops at $R$ and gives $1/a-1/R$. The free energy is then (1) times $1-a/R$, and the correction vanishes as $R$ grows.

**The origin of the factor one half.** The induced surface charge produces no field inside its own sphere, by symmetry and Gauss's law. Its potential there is constant, equal to the value at the surface:

$$
\phi_{\rm R}=-\frac{p}{4\pi\varepsilon_0a}=-\frac{(1-1/\varepsilon)\,q}{4\pi\varepsilon_0a}. \tag{11}
$$

The interaction of the ion with this potential is $q\phi_{\rm R}=-2K(1-1/\varepsilon)$, twice $\Delta G$. It is the term $-2qp$ in (9). The other half is returned as the cost of polarizing the liquid, which has two pieces:

$$
\underbrace{K\left(1-\frac1\varepsilon\right)^2}_{\text{repulsion within the bound charge}}+\underbrace{K\,\frac{\varepsilon-1}{\varepsilon^2}}_{\text{local cost (8)}}
=K\left(1-\frac1\varepsilon\right)\left[1-\frac1\varepsilon+\frac1\varepsilon\right]=K\left(1-\frac1\varepsilon\right). \tag{12}
$$

Thus $\Delta G=q\phi_{\rm R}-\tfrac12q\phi_{\rm R}=\tfrac12q\phi_{\rm R}$.

## What each derivation assumes

Both derivations use a sharp spherical boundary and a local, linear response with one value of $\varepsilon$ throughout the liquid. They differ in what is taken as given.

The first starts from $D=\varepsilon_0\varepsilon E$ and needs a reversible path. It does not ask what happens inside the liquid. If the response became nonlinear, for instance because dipoles near the ion were almost fully aligned, the integral $\int\phi\,dq'$ would still give the work, but $\phi$ would no longer be proportional to $q'$ and the factor $\tfrac12$ in (5) would fail.

The second starts from the cost (8) and needs no charging path for the ion. The linear response is already contained in (8), through the holding field. The minimum is reached where the field (7) of all charges equals that holding field, $q-p=p/(\varepsilon-1)$; then (7) and (10) give $E=q/(4\pi\varepsilon_0\varepsilon r^2)$, in agreement with (3). Any other radial polarization inserted in (9) gives a value above $\Delta G$. For a nonlinear liquid the quadratic cost (8) would have to be replaced by the appropriate integral of the holding field.

Neither derivation determines $a$. Equation (1) diverges as $a\to0$, so the radius is a parameter to which the result is sensitive. Nor does (1) distinguish a positive from a negative ion of equal radius, since it contains $q^2$; a real liquid, whose molecules present different ends to the two ions, can do so.

When $\varepsilon\to1$ the effect vanishes. When $\varepsilon\to\infty$ it approaches the finite value $-K$: the liquid then screens the ion's exterior field completely, and no more than the vacuum field energy can be removed.

## A worked ion

Take $q=e$, $a=0.2$ nm, $T=300$ K and a model liquid with $\varepsilon=80$. Per mole of ions,

$$
W_{\rm vac}=K=347.34\ \text{kJ/mol},\qquad W_{\rm liq}=\frac{347.34}{80}=4.34\ \text{kJ/mol},
$$

$$
\Delta G=4.34-347.34=-343.00\ \text{kJ/mol},
$$

or $-3.55$ eV per ion. The induced charge is $-(1-1/80)e=-0.9875\,e$, and its potential at the ion is $-7.11$ V. The balance of the second derivation is

$$
\underbrace{-685.99}_{\text{interaction}}+\underbrace{338.71}_{\text{repulsion}}+\underbrace{4.29}_{\text{local cost}}=-342.99\ \text{kJ/mol},
$$

equal to $\Delta G$ within the rounding of the terms. In this strongly polar liquid nearly all the cost of polarization is repulsion within the bound charge. The local cost is small because the material is easy to polarize.

In the numerical check, the liquid is divided into concentric shells whose polarizations are found by minimizing Coulomb sums plus the local cost. This reproduces the surface charge, the factor one half and the free energy.

## The entropy of solvation

The entropy follows from $\Delta S=-(\partial\Delta G/\partial T)_p$. Suppose first that $a$ does not depend on temperature. Then $K$ is constant, and

$$
\frac{\partial}{\partial T}\left(1-\frac1\varepsilon\right)=\frac{1}{\varepsilon^2}\frac{\partial\varepsilon}{\partial T}.
$$

The minus sign in $\Delta G$ and the minus sign in the definition of $\Delta S$ cancel:

$$
\Delta S=\frac{K}{\varepsilon^2}\left(\frac{\partial\varepsilon}{\partial T}\right)_p. \tag{13}
$$

The derivative at constant pressure includes the effect of the liquid's thermal expansion on $\varepsilon$. The enthalpy is

$$
\Delta H=\Delta G+T\Delta S=-K\left[1-\frac1\varepsilon-\frac{T}{\varepsilon^2}\left(\frac{\partial\varepsilon}{\partial T}\right)_p\right]. \tag{14}
$$

If the permittivity falls on heating, $\Delta S$ is negative: charging the ion lowers the entropy of the liquid. For the model liquid above, let $\partial\varepsilon/\partial T=-0.4\ \text{K}^{-1}$. Then

$$
\Delta S=347.34\times10^3\times\frac{-0.4}{80^2}=-21.71\ \text{J/(mol K)},
$$

so $T\Delta S=-6.51$ kJ/mol and $\Delta H=-343.00-6.51=-349.51$ kJ/mol. Within the linear model the entropy is a small correction. The example strains that model: the polarization at the surface, $0.9875\,e/(4\pi a^2)=0.31\ \text{C/m}^2$, is about what full alignment of the dipoles could supply in a water-like liquid. In simple saturating models $\Delta G$ changes by a few per cent at most, while $|\Delta S|$ grows by ten per cent up to a factor of three, depending on the model. Measured hydration entropies of small ions are several times larger in magnitude than (13) gives.

The factor $1/\varepsilon^2$ makes a weakly polar liquid behave differently. With $\varepsilon=2$ and $\partial\varepsilon/\partial T=-0.002\ \text{K}^{-1}$, the same ion has

$$
\Delta G=-347.34\times\tfrac12=-173.67\ \text{kJ/mol},\qquad
\Delta S=347.34\times10^3\times\frac{-0.002}{4}=-173.67\ \text{J/(mol K)}.
$$

The equal digits are an accident of the chosen parameters: the factors are $0.5$ and $0.0005\ \text{K}^{-1}$. Solvation is half as strong as before, yet the entropy loss is eight times as large, although the permittivity changes far more slowly with temperature. The field in the liquid is proportional to $1/\varepsilon$, so a weakly polar liquid is exposed to a much stronger field. At the surface of this ion it is $1.8\times10^{10}$ V/m. In a liquid whose permittivity follows its density, with a compressibility near $10^{-9}\ \text{Pa}^{-1}$, a linear response to that field would mean a compression of more than 100 per cent. These numbers therefore describe the linear model and give only the order of magnitude for a real liquid.

**A radius that changes with temperature.** Let $\alpha=d\ln a/dT$. Since $K\propto1/a$, $dK/dT=-\alpha K$, and (13) becomes

$$
\Delta S=\frac{K}{\varepsilon^2}\left(\frac{\partial\varepsilon}{\partial T}\right)_p-\alpha K\left(1-\frac1\varepsilon\right). \tag{15}
$$

The new term lacks the small factor $1/\varepsilon^2$. In the first liquid, $\alpha=10^{-4}\ \text{K}^{-1}$, a growth of about one per cent in 100 K, contributes $-343.00\times10^3\times10^{-4}=-34.30$ J/(mol K). The total becomes $-56.01$ J/(mol K), more than twice the fixed-radius value. For a strongly polar liquid the Born entropy is thus much less secure than the Born free energy: it rests on the assumption that the effective radius stays constant to within a small fraction of a per cent over tens of kelvins.

## What is being ordered

A gas of permanent dipoles at fixed density isolates one source of the entropy (13), the orientation of the molecules; the part of $\partial\varepsilon/\partial T$ that comes from thermal expansion is absent here. Let there be $n$ dipoles of moment $\mu$ per unit volume, at fixed density, each acted on by the macroscopic field $E$. This is a mean-field assumption. Because the volume is fixed, the charging work is now a Helmholtz free energy, still given by (1), and the derivative of $\varepsilon$ is taken at constant volume.

Let $u=\cos\theta$ be the cosine of the angle between dipole and field, and let $x=\mu E/(k_{\rm B}T)\ll1$. Relative to random orientation, the probability density is $g=e^{xu}/Z$, where $Z$ is the average of $e^{xu}$ over all directions. Since $u$ averages to $0$ and $u^2$ to $\tfrac13$, to leading order

$$
Z=1+\frac{x^2}{6},\qquad \langle u\rangle=\frac{d\ln Z}{dx}=\frac x3.
$$

The polarization is $P=n\mu x/3=n\mu^2E/(3k_{\rm B}T)$. Comparison with $P=\varepsilon_0(\varepsilon-1)E$ gives

$$
\varepsilon-1=\frac{n\mu^2}{3\varepsilon_0k_{\rm B}T},\qquad \frac{\partial\varepsilon}{\partial T}=-\frac{\varepsilon-1}{T}. \tag{16}
$$

The entropy per dipole, relative to random orientation, is

$$
s=-k_{\rm B}\langle\ln g\rangle=k_{\rm B}\left(\ln Z-x\langle u\rangle\right)=k_{\rm B}\left(\frac{x^2}{6}-\frac{x^2}{3}\right)=-\frac{k_{\rm B}x^2}{6}.
$$

Per unit volume this is $-n\mu^2E^2/(6k_{\rm B}T^2)=-\varepsilon_0(\varepsilon-1)E^2/(2T)$, by (16). Integrating with the field (3),

$$
\Delta S=-\frac{\varepsilon_0(\varepsilon-1)}{2T}\int_a^\infty\frac{q^2}{16\pi^2\varepsilon_0^2\varepsilon^2r^4}\,4\pi r^2dr
=-\frac{K(\varepsilon-1)}{T\varepsilon^2}. \tag{17}
$$

Equations (13) and (16) give the same expression. In this model the Born entropy is the loss of orientational freedom of the dipoles.

Comparison with (12) shows that $-T\Delta S$ equals the local cost of polarization, which is here entirely entropic. The energy change is

$$
\Delta U=\Delta G+T\Delta S=-K\left(1-\frac1\varepsilon\right)\left(1+\frac1\varepsilon\right)=-K\left(1-\frac1{\varepsilon^2}\right),
$$

with $\Delta G$ standing for the charging free energy at fixed volume.

For a numerical case take $n=10^{27}\ \text{m}^{-3}$, $\mu=6\times10^{-30}$ C m and $T=300$ K, so that $\varepsilon=1.327$. A sphere of radius 20 nm with charge $e$ keeps the field weak: $x=0.0039$ at its surface. The entropy computed from the orientation distributions and that from (13) are both $-2.151$ J/(mol K), per mole of spheres. These digits belong to the assumption that each dipole feels the macroscopic field. With Onsager's local field the same gas has $\varepsilon=1.359$ and $\Delta S=-2.42$ J/(mol K), and $-T\Delta S$ exceeds the local cost by about 8 per cent.

The identification of $-T\Delta S$ with the local cost belongs to this model. In the liquid with $\varepsilon=80$ the local cost is 4.29 kJ/mol while $-T\Delta S$ is 6.51 kJ/mol, because the chosen $\partial\varepsilon/\partial T$ is not that of a dipole gas at fixed density. Equation (13) needs no such model; it requires the measured or assumed temperature dependence of $\varepsilon$, a radius that stays fixed, and a response that remains linear, local and uniform up to the sphere. The last condition is met by large, weakly charged spheres and is poorly met by small ions.

## Values computed for the example and the checks

```
ion charge: 1 e
ion radius: 0.2 nm
temperature: 300 K
solvent 1 permittivity: 80
solvent 1 d(eps)/dT: -0.4 1/K
charging work in vacuum K: 347.34 kJ/mol
charging work in solvent 1: 4.34 kJ/mol
dG by charging: -343.00 kJ/mol
dG by field energy: -343.00 kJ/mol
dG by surface charge: -343.00 kJ/mol
dG by Born formula: -343.00 kJ/mol
dG by Born formula, per ion: -3.5549 eV
bound charge at ion surface: -0.9875 e
reaction potential: -7.1098 V
ion-solvent interaction: -685.99 kJ/mol
total polarization cost: 343.00 kJ/mol
  bound-charge repulsion: 338.71 kJ/mol
  local polarization cost: 4.29 kJ/mol
dS solvent 1, fixed radius: -21.71 J/(mol K)
T dS solvent 1: -6.51 kJ/mol
dH solvent 1: -349.51 kJ/mol
solvent 2 permittivity: 2; d(eps)/dT: -0.002 1/K
dG solvent 2: -173.67 kJ/mol
dS solvent 2: -173.67 J/(mol K)
T dS solvent 2: -52.10 kJ/mol
dH solvent 2: -225.77 kJ/mol
radius expansion d(ln a)/dT: 1.0e-04 1/K
radius term in dS, solvent 1: -34.30 J/(mol K)
dS solvent 1 with expansion: -56.01 J/(mol K)
dipole gas number density: 1.0e+27 1/m^3
dipole gas dipole moment: 6.0e-30 C m
dipole gas sphere radius: 20 nm
dipole gas permittivity: 1.3272
dipole gas x at sphere surface: 0.00393
dipole gas dS, orientations: -2.1507 J/(mol K)
dipole gas dS, Born formula: -2.1507 J/(mol K)
```
